# Scharfetter-Gummel Flux for a Linearly Varying Carrier Temperature

## The result

Consider a mesh edge of length $h$ between node 0 at $x=0$ and node 1 at $x=h$. The electrostatic potential $\psi$ and the electron temperature $T$ vary linearly along it. Write $\Delta f=f_1-f_0$ for any nodal quantity and measure temperature as a voltage, $\theta=k_BT/q$, with $q>0$ the elementary charge. The electric current density $J$ carried by electrons, positive along $+x$, obeys

$$J=q\mu\,[\theta n'+c\,\theta' n-\psi' n],\qquad \mu\propto T^{-m}, \tag{1}$$

where $n$ is the electron density, $\mu$ the mobility and $c$ the coefficient of thermal diffusion. If $J$ is constant on the edge, then

$$J=\frac{q\theta_L}{h}\left[\mu_1n_1B(w)-\mu_0n_0B(-w)\right], \tag{2}$$

$$w=\frac{\Delta\psi-(c+m)\Delta\theta}{\theta_L},\qquad \theta_L=\frac{\Delta\theta}{\ln(\theta_1/\theta_0)},\qquad B(w)=\frac{w}{e^w-1}.$$

As $\Delta T\to0$, the logarithmic mean $\theta_L$ tends to the common value $\theta$, the two mobilities become equal, and $w\to\Delta\psi/\theta$. What remains is the isothermal Scharfetter-Gummel flux,

$$J_{SG}(\theta)=\frac{q\mu\theta}{h}\left[n_1B\!\left(\frac{\Delta\psi}{\theta}\right)-n_0B\!\left(-\frac{\Delta\psi}{\theta}\right)\right]. \tag{3}$$

The electrons are taken as nondegenerate, $T$ is positive, and no carriers are generated within the edge. Generation in a device is assigned to the boxes around the nodes.

## What the transport equation contains

The value of $c$ is a physical choice, and two closures are useful.

In the momentum balance, the force on an electron is $+q\psi'$ and the pressure is $nk_BT=qn\theta$. Neglecting the inertia of the drift motion, friction balances these forces:

$$\frac{q}{\mu}nv=qn\psi'-q(n\theta)'.$$

Since $J=-qnv$, this gives $J=q\mu[(n\theta)'-n\psi']$, which is (1) with $c=1$. The mobility may still depend on $T$.

The second closure starts from a heated Maxwellian $f_0$ in a parabolic band of mass $m_*$, with a scattering time $\tau(E)\propto E^{-m}$. The part of the distribution that carries current is

$$f_1=-\tau\left(v_x\frac{\partial f_0}{\partial x}+\frac{q\psi'}{m_*}\frac{\partial f_0}{\partial v_x}\right).$$

Define $Dn=\int\tau v_x^2f_0\,d^3v$. Because $\tau$ depends on energy alone, it can be moved inside the $x$ derivative. With $\partial f_0/\partial v_x=-(m_*v_x/k_BT)f_0$, the particle flux is

$$nv=\int v_xf_1\,d^3v=-(Dn)'+\frac{D}{\theta}n\psi'.$$

Thus $\mu=D/\theta$. Since $D$ is proportional to the average of $E^{1-m}$, $D\propto\theta^{1-m}$ and $\mu\propto\theta^{-m}$. Differentiating $D=\mu\theta$ gives $(\mu\theta)'=(1-m)\mu\theta'$, so $c=1-m$. Numerical energy integrals for $m=0$, 0.5 and 1 give $c=1.0000$, 0.5000 and 0.0000.

The closures agree for constant mobility. For $m=1$ they differ by the whole thermal-diffusion term.

## Two simple schemes and their faults

The first simple scheme keeps (3) and inserts the mean temperature $\theta_m=(\theta_0+\theta_1)/2$. On a fine mesh $u=\Delta\psi/\theta_m$ is small and $B(\pm u)\simeq1\mp u/2$. With $\bar n=(n_0+n_1)/2$,

$$J_{SG}(\theta_m)\simeq q\mu\left[\theta_m\frac{\Delta n}{h}-\bar n\frac{\Delta\psi}{h}\right].$$

This approximates (1) with $c=0$. The term $c\theta'n$ is missing, and refinement cannot restore it. For equal densities and flat potential the scheme gives no current, whereas (1) gives the local current $q\mu cn\theta'$. For $c>0$ and $\theta'>0$ the electrons move from hot to cold, towards $-x$, and their negative charge makes $J$ positive, along $+x$. The electric current therefore points towards the hot side.

The second simple scheme keeps thermal diffusion but uses central differences. For constant mobility,

$$J_c=\frac{q\mu}{h}\left[\theta_m\Delta n-(\Delta\psi-c\Delta\theta)\bar n\right].$$

The coefficient of $n_1$ is proportional to $\theta_m-(\Delta\psi-c\Delta\theta)/2$. It becomes negative when the effective potential step exceeds $2\theta_m$, and the coefficient of $n_0$ has the wrong sign for a step below $-2\theta_m$. The scheme then loses the sign structure that protects positive densities.

The remedy for both faults is to keep every term of (1) and integrate it over the edge, instead of assuming a shape for $n(x)$.

## Integrating over the edge

The variable mobility can be absorbed into $N=\mu n$. From $\mu\propto\theta^{-m}$ follows $\mu'=-m\mu\theta'/\theta$, and therefore

$$\theta N'=\mu\theta n'-m\theta'N.$$

Solving for $\mu\theta n'$ and inserting it in (1) gives

$$\frac Jq=\theta N'+[(c+m)\theta'-\psi']N. \tag{4}$$

Only the sum $c+m$ appears. For $\Delta\theta\ne0$, $\theta$ can serve as the coordinate, with $d/dx=(\Delta\theta/h)\,d/d\theta$. Define

$$a=c+m-\frac{\Delta\psi}{\Delta\theta}.$$

Equation (4) becomes

$$\theta\frac{dN}{d\theta}+aN=\frac{Jh}{q\Delta\theta}.$$

Multiplication by $\theta^{a-1}$ turns the left side into a derivative:

$$\frac{d}{d\theta}(\theta^aN)=\frac{Jh}{q\Delta\theta}\theta^{a-1}.$$

Integrating from $\theta_0$ to $\theta_1$, for $a\ne0$, and solving for $J$ yields

$$J=\frac{q\,a\Delta\theta}{h}\,\frac{\theta_1^aN_1-\theta_0^aN_0}{\theta_1^a-\theta_0^a}. \tag{5}$$

Let $\lambda=\ln(\theta_1/\theta_0)$, so that $\Delta\theta=\theta_L\lambda$. Then

$$a\lambda=\frac{(c+m)\Delta\theta-\Delta\psi}{\theta_L}=-w,\qquad a\Delta\theta=-w\theta_L.$$

The factor multiplying $N_1$ in (5), apart from $q/h$, is

$$\frac{-w\theta_L}{1-e^{-a\lambda}}=\frac{-w\theta_L}{1-e^w}=\theta_LB(w).$$

The factor multiplying $-N_0$ is

$$\frac{-w\theta_L}{e^{a\lambda}-1}=\frac{-w\theta_L}{e^{-w}-1}=\theta_LB(-w).$$

This is (2). If $a=0$, the integral of $\theta^{-1}$ is $\lambda$, so $J=q\theta_L\Delta N/h$. Equation (2) gives the same value because $B(0)=1$.

The formula was compared with direct numerical integration of (1) on 40 random edges. Their ranges were 250 to 3000 K, $|\Delta\psi|\le0.4$ V, $0\le c\le1.5$ and $0\le m\le1.2$. The largest difference was $2.1\times10^{-15}$ of the sum of the magnitudes of the two terms in (2).

## The vanishing temperature difference

The limit can be followed to first order. Take $m=0$ and hold $\theta_m$, $\Delta\psi$ and the densities fixed. Define

$$S(w)=\frac w2\coth\frac w2,\qquad B(\pm w)=S(w)\mp\frac w2.$$

Since $\theta_Lw=\Delta\psi-c\Delta\theta$, equation (2) becomes

$$J=\frac{q\mu}{h}\left[\theta_LS(w)\Delta n-(\Delta\psi-c\Delta\theta)\bar n\right]. \tag{6}$$

With $\delta=\Delta\theta/\theta_m$,

$$\ln\frac{1+\delta/2}{1-\delta/2}=\delta+\frac{\delta^3}{12}+\dots,\qquad \theta_L=\theta_m\left(1-\frac{\delta^2}{12}+\dots\right).$$

The logarithmic mean thus has no first-order correction. With $u_0=\Delta\psi/\theta_m$, the argument is $w=u_0-c\delta+O(\delta^2)$, and

$$J=J_{SG}(\theta_m)+\frac{q\mu c\Delta\theta}{h}\left[\bar n-S'(u_0)\Delta n\right]+O(\Delta\theta^2). \tag{7}$$

This proves the reduction to the Bernoulli formula and identifies the leading departure as thermal diffusion. For $c=0.5$, $\theta_m$ at 1650 K and the densities and potential step of the example below, halving $\Delta T$ from 120 to 60 K reduced the remainder with measured order 2.004.

The second-order term of the bracket in (6) follows from the changes in $\theta_L$ and in $w$:

$$\theta_m\delta^2\Delta n\left[\frac{c^2}{2}S''(u_0)-\frac{S(u_0)-u_0S'(u_0)}{12}\right].$$

For small $u_0$, $S=1+u_0^2/12-u_0^4/720+\dots$. When $c=1$, the constants $1/12$ cancel and the square bracket is $-u_0^2/720$ to leading order. The linear estimate (7) is then unusually accurate, which should not be expected for other $c$.

## Two further limits

For zero current, (2) requires $\mu_1n_1/(\mu_0n_0)=B(-w)/B(w)=e^w$. The mobility ratio contributes $(\theta_1/\theta_0)^m=e^{m\Delta\theta/\theta_L}$ to $n_1/n_0$, which cancels the $m$ in $w$:

$$\frac{n_1}{n_0}=\exp\left(\frac{\Delta\psi-c\Delta\theta}{\theta_L}\right).$$

Friction does not affect a state without flow at given $c$. For flat potential and $c=1$ the ratio is $\theta_0/\theta_1$, so the pressure $nk_BT$ is uniform.

For strong drift, $w\to+\infty$, $B(w)\to0$ and $B(-w)\to w$. Hence

$$J\to-\frac{q\mu_0n_0}{h}\left[\Delta\psi-(c+m)\Delta\theta\right].$$

The flux takes its density from node 0, where the electrons come from. For $w\to-\infty$ it takes the density from node 1. This upwinding follows from the integration.

## Evaluation and assembly

Equation (5) is unsuitable for computation near the isothermal limit. There $T_1/T_0$ is very close to one. For a nonzero potential step the exponent $a$ is very large, so the power $(T_1/T_0)^a$ multiplies the relative rounding error of the ratio by about $|a|$. For flat potential $a=c+m$ stays moderate, but $(T_1/T_0)^a-1$ is a difference of nearly equal numbers and loses accuracy. At $T_0=1650$ K and $\Delta\psi=0.1$ V, the largest relative error of this power form in double precision was $3.6\times10^{-5}$ over ten values of $\Delta T$ from 1 to 10 nK.

Set $d=\Delta T/(T_0+T_1)$. Then $\theta_1/\theta_0=(1+d)/(1-d)$, its logarithm is $2\,\mathrm{artanh}\,d$, and $\Delta\theta=2d\theta_m$. One edge is evaluated as follows:

1. Compute $\theta_L=\theta_m d/\mathrm{artanh}\,d$, or $\theta_m(1-d^2/3)$ for $|d|<10^{-4}$.
2. Compute $w$ from (2), without dividing by $\Delta\theta$.
3. For $w>0$ use $B=we^{-w}/(1-e^{-w})$; for $w<0$ use $B=w/(e^w-1)$; set $B(0)=1$. Evaluate the differences from one with a dedicated $e^x-1$ function.
4. Form the weights $R=\theta_L\mu_1B(w)/h$ and $L=\theta_L\mu_0B(-w)/h$, so that $J/q=Rn_1-Ln_0$.

On 54 test edges compared with 60-digit arithmetic, with $|\Delta T|$ from 1 nK to 1000 K and $|\Delta\psi|$ up to 200 V, the largest rounding error was $2.2\times10^{-16}$ of the summed magnitudes of the two terms. The densities there were those of the example below. When a large density ratio nearly balances a large potential step, the rounding error of $w$ enters through the exponential, and the error can reach a few $10^{-15}$ for $|w|$ near 20.

In exact arithmetic both weights are positive. In double precision the smaller one underflows to zero when $|w|$ exceeds about 745, so the argument below assumes smaller steps. In a steady one-dimensional channel without generation, $J$ is the same on all edges, and positivity of $n$ can be seen directly. If $J\ge0$, start at the left contact and use $n_{i+1}=(J/q+L_in_i)/R_i$. If $J\le0$, start at the right contact and use $n_i=(R_in_{i+1}-J/q)/L_i$. Positive contact densities then give positive densities at every node, however coarse the mesh.

## A channel with a hot spot

A 100 nm channel with prescribed profiles tests the scheme numerically. It is not a model of a real transistor: the field peaks at 0.62 MV/cm, where avalanche multiplication can matter in silicon, and the constant mobility lets the electrons reach $2.1\times10^7$ cm/s, about twice the rough saturation speed. With $x$ in nm,

$$T=300+1500\,e^{-((x-70)/15)^2}\ \mathrm K,\qquad \psi=0.5\left[1+\tanh\frac{x-65}{8}\right]\ \mathrm V.$$

Both contact densities are $10^{18}$ cm$^{-3}$, $\mu=50$ cm$^2$/Vs, $c=1$ and $m=0$. Numerical integration of (1) gives $J=-4.135\times10^4$ A/cm$^2$. Relative to this value, the errors in current are:

| Edges | Flux (2) | Isothermal flux |
|---:|---:|---:|
| 20 | 1.05 % | 8.9 % |
| 40 | 0.26 % | 8.1 % |
| 80 | 0.066 % | 7.9 % |
| 160 | 0.017 % | 7.8 % |

The new flux converges with order 2.0. The isothermal error levels off near 8 %, as expected from a scheme that converges to the equation with $c=0$. On five edges $|w|$ reaches 6.9, and the least density is still positive, $1.6\times10^{16}$ cm$^{-3}$.

## One edge near a drain

Take $h=5$ nm, $T_0=1500$ K, $T_1=1800$ K and $\Delta\psi=0.1$ V. The densities are $n_0=1.0$ and $n_1=0.8$ in units of $10^{18}$ cm$^{-3}$, with $\mu=50$ cm$^2$/Vs, $c=1$ and $m=0$. The thermal voltages are 0.12926 and 0.15511 V, so $\Delta\theta=0.02585$ V and $\theta_L=0.14179$ V. Then

$$w=\frac{0.1-0.02585}{0.14179}=0.5229,\qquad B(w)=0.7612,\qquad B(-w)=1.2842.$$

The density bracket is $0.8\times0.7612-1.2842=-0.6752$. The prefactor $q\mu\theta_L/h$, times $10^{18}$ cm$^{-3}$, is $2.272\times10^6$ A/cm$^2$. Hence

$$J=-1.53\times10^6\ \mathrm{A/cm^2}=-15.3\ \mathrm{mA/\mu m^2}.$$

The minus sign means that electrons move towards the drain. The isothermal flux at 1650 K gives $-1.92\times10^6$ A/cm$^2$, a magnitude 25 % larger than that of the new flux. It omits the thermal push back towards the cold side. Equation (7) gives $-1.5339\times10^6$ against $-1.5338\times10^6$ A/cm$^2$ from (2), the close agreement expected from the cancellation at $c=1$.

With the mean temperature held at 1650 K, the relative departure from the isothermal current is $-0.1995$ for $\Delta T=300$ K, $-0.01995$ for 30 K and $-0.001995$ for 3 K. It vanishes in proportion to $\Delta T$.

## How far the model can be trusted

The parameters of the single edge are round values in the rough regime of electrons near the drain of a short silicon n-channel transistor. The speeds $|J|/(qn)$ are $0.96$ and $1.20\times10^7$ cm/s, near the rough saturation speed of $10^7$ cm/s. The density is low compared with a strongly inverted channel, roughly $10^{19}$ cm$^{-3}$, and the current density is correspondingly low. Of the changes to the current computed here, the largest comes from the closure: $\mu\propto1/T$ with $c=0$ raises its magnitude by 27 %.

That comparison holds the nodal data fixed and sets $\mu=50$ cm$^2$/Vs at 1650 K. With the same mobility law but $c=1$, the magnitude rises by only 1.1 %. At fixed $c$, integrating (1) shows that $J$ is inversely proportional to a weighted edge average of $1/\mu$, here proportional to $T$. For $c=1$ the weight is $\theta^{-\Delta\psi/\Delta\theta}$. It is about twice as large at the cold end as at the hot end, which puts the average temperature only about 1 % below 1650 K. The large change therefore comes from removing thermal diffusion.

The linear temperature profile matters less. For a rough energy-relaxation length $\ell=50$ nm, $|T''|\simeq T'/\ell$ gives a mid-edge departure from the straight line of $h\Delta T/(8\ell)=3.75$ K. Whether upward or downward, it changes the current by about 0.15 %. The linear potential is the coarser assumption. In silicon of permittivity $\varepsilon$, the charge of the electrons alone, without compensating donors, would lower the mid-edge potential by $qnh^2/(8\varepsilon)\simeq4$ mV and reduce the magnitude of the current by about 2.5 %.

The local description itself is less secure. With a conductivity mass of 0.26 electron masses, the mean free path is 3.7 nm, comparable with the edge, and is 0.13 of the length $T/T'$. The change in drift kinetic energy is 3.8 % of $q\Delta\psi$; for the heavy silicon mass, 0.92, it is 13 %. A finer mesh does not cure these omissions.

For a nonparabolicity of 0.5 eV$^{-1}$, the mean energy is 15 % above $\tfrac32k_BT$, so a temperature inferred from energy must be corrected. Degeneracy raises the ratio of diffusivity to mobility by 0.11 %. The density-gradient quantum correction along the channel, $(\hbar^2/6m_*)(\sqrt n)''/\sqrt n$ with the conductivity mass, is about 0.02 meV for an exponential density profile and about $-0.1$ meV for the profile that follows from (1), small in either case; confinement across the channel is not included.

If every electron above 1.1 eV created pairs at $10^{12}$ s$^{-1}$, generation on the edge would be $7\times10^{-5}$ of the current for a parabolic band, and about twice that with the nonparabolicity above. Constant $J$ is therefore a good approximation here. Injection over the oxide barrier depends on a much rarer population. In a parabolic band, a Maxwellian at 1650 K has a fraction $1.8\times10^{-9}$ above a 3.1 eV barrier; the same nonparabolicity would raise it about fivefold. Nor do $n$ and $T$ establish that the real tail is Maxwellian. The flux supplies the current for a hydrodynamic simulation; injection into the oxide and defect creation require the energy distribution as well. The remaining figures are in the numerical output below.

## Computed results

```
edge length 5.0 nm, potential step 0.1 V, field 0.20 MV/cm
temperatures 1500 and 1800 K, mobility 50 cm2/Vs
densities 1.0 and 0.8 1e18 cm^-3
thermal voltages 0.129260 and 0.155112 V, step 0.025852 V
log-mean temperature 1645.444 K, arithmetic mean 1650.0 K
log-mean thermal voltage 0.141793 V
Bernoulli argument w 0.522930, isothermal argument 0.703304
B(w) 0.761220, B(-w) 1.284150
current density, new flux -1.533847e+06 A/cm2
current density, integrated equation -1.533847e+06 A/cm2
current density, isothermal at mean T -1.916200e+06 A/cm2
current density, isothermal + first order -1.533872e+06 A/cm2
electron speeds at the nodes 9.574e+06 and 1.197e+07 cm/s
dT 300.0 K: current relative to isothermal, minus 1: -1.995373e-01
dT  30.0 K: current relative to isothermal, minus 1: -1.995246e-02
dT   3.0 K: current relative to isothermal, minus 1: -1.995241e-03
dT   0.3 K: current relative to isothermal, minus 1: -1.995241e-04
order of remainder after first-order term (c=0.5) 2.004
worst scaled error, 40 random edges 2.1e-15
worst scaled rounding error, stable form 2.2e-16
worst relative error, power form, dT 1 to 10 nK 3.6e-05
kinetic closure, m=0.0: c = 1.0000
kinetic closure, m=0.5: c = 0.5000
kinetic closure, m=1.0: c = 0.0000
channel 100 nm, reference current density -4.135234e+04 A/cm2
  20 edges: relative error new 1.048e-02, isothermal 8.931e-02
  40 edges: relative error new 2.643e-03, isothermal 8.090e-02
  80 edges: relative error new 6.621e-04, isothermal 7.877e-02
 160 edges: relative error new 1.656e-04, isothermal 7.824e-02
mesh convergence order, new flux 1.999
5 edges: largest |w| 6.94, least density 0.0163 1e18 cm^-3
mobility ~1/T, c=1: current density -1.5503e+06 A/cm2, change 1.07 %
mobility ~1/T, c=0: current density -1.9409e+06 A/cm2, change 26.54 %
temperature sag 3.75 K (relaxation length 50 nm): change 0.145 %
mean free path 3.66 nm, over temperature length 0.133
inertia over potential step: mass 0.26 3.81 %, mass 0.92 13.48 %
nonparabolicity 0.5 /eV: mean energy over 1.5 kB T 1.1547
degeneracy: rise of diffusivity/mobility ratio 0.109 % (DOS mass 1.1)
Maxwell tail above 1.1 eV 1.45e-03, above 3.1 eV 1.83e-09
pair generation over edge / current at 1e+12 1/s 6.75e-05
quantum potential along channel 0.0243 meV
```
